Two holes in an acceptor quartet under tetrahedral symmetry

In a diamond or zincblende crystal whose valence-band top is the fourfold level Γ8, a shallow acceptor has a fourfold hole ground level, the representation Γ8 of the tetrahedral group Td. Its states are labelled |M⟩, M = ±3/2, ±1/2, and transform under rotations of the group like an angular momentum 3/2. Vectors J with components Jx, Jy, Jz are the usual 4×4 matrices in this space. Two holes occupy the quartet in a neutral double acceptor, or in a single acceptor that has captured an extra hole. Both holes are taken in the same quartet orbital. For the single acceptor this is a poor approximation to the energy, because the extra hole is only weakly bound and correlation matters; the numerical example is therefore a double acceptor. The algebra uses atomic units; numerical results are in eV and ångström.

**(a) Which total angular momenta can the two holes have?**

Holes are fermions, so a pair state is antisymmetric and the two M values differ. With M₁ > M₂ there are six pairs:

(3/2, 1/2): total 2
(3/2, −1/2): total 1
(3/2, −3/2) and (1/2, −1/2): total 0, twice
(1/2, −3/2): total −1
(−1/2, −3/2): total −2

The highest total, 2, requires a multiplet J = 2, which uses up 2, 1, 0, −1, −2. One state with total 0 remains, and it is J = 0. Hence 6 = 1 + 5.

The symmetric combinations have M₁ ≥ M₂ and totals 3, 2, 1, 1, 0, 0, −1, −1, −2, −3, so they form J = 3 and J = 1. They are excluded here, but become available when the holes occupy two different radial orbitals, because the radial part can then be antisymmetric.

J is a good label when the Hamiltonian is spherical. In the crystal it describes how the six states transform, and levels must be classified by Td.

**(b) Reduce J = 0 and J = 2 under Td.**

Let an operation g have eigenvalues λᵢ on the quartet. On antisymmetric pairs its eigenvalues are λᵢλⱼ with i < j, so its character is

χ₆(g) = Σ(i<j) λᵢλⱼ = ½[(Σλᵢ)² − Σλᵢ²] = ½[χ(g)² − χ(g²)].

For a rotation by θ,

χ(θ) = 2cos(θ/2) + 2cos(3θ/2).

An improper operation is inversion times a rotation: by π/2 for S4 and by π for σd. Inversion may bring a factor ±1 on the quartet, but each term above contains it twice, so it drops out. Then

E: ½(4² − 4) = 6
C3: χ(2π/3) = −1, χ(4π/3) = 1, giving 0
C2 and σd: χ(π) = 0, χ(2π) = −4, giving 2
S4: χ(π/2) = 0, χ(π) = 0, giving 0

J = 0 is invariant under all operations, so it is A1. Subtracting 1 from each character leaves, for J = 2 in the class order (E, 8C3, 3C2, 6S4, 6σd),

χ₅ = (5, −1, 1, −1, 1).

The characters of Td in the same order are

A1: (1, 1, 1, 1, 1)
A2: (1, 1, 1, −1, −1)
E: (2, −1, 2, 0, 0)
T1: (3, 0, −1, 1, −1)
T2: (3, 0, −1, −1, 1)

The multiplicity is the class-weighted product divided by 24:

A1: (5 − 8 + 3 − 6 + 6)/24 = 0
A2: (5 − 8 + 3 + 6 − 6)/24 = 0
E: (10 + 8 + 6)/24 = 1
T1: (15 − 3 − 6 − 6)/24 = 0
T2: (15 − 3 + 6 + 6)/24 = 1

Therefore

J = 0 → A1,  J = 2 → E + T2.

Parity matters for the second result. An odd-parity J = 2 object has the last two characters reversed, and the same sums then give E + T1. Two holes in one quartet avoid this case because the sign is squared.

For the ten symmetric states the minus sign in χ₆ becomes plus. The characters are (10, 1, −2, 0, −2), which reduce to A2 + 2T1 + T2.

**(c) Construct the six states so that E and T2 are already separated.**

Use the five quadrupole matrices, with {A,B} = AB + BA:

T2: G₁ = {Jy,Jz}/√3, G₂ = {Jz,Jx}/√3, G₃ = {Jx,Jy}/√3
E: G₄ = (Jx² − Jy²)/√3, G₅ = Jz² − 5/4

Write the quartet with two sets of Pauli matrices σ and τ, assigning

3/2 = (+,+), 1/2 = (+,−), −1/2 = (−,+), −3/2 = (−,−).

The elements of J₊ are √3, 2, √3. For example, Jx² − Jy² = (J₊² + J₋²)/2 has elements √3 between 3/2 and −1/2 and between 1/2 and −3/2, so G₄ = σx. The others follow in the same way:

G₁ = σzτy, G₂ = σzτx, G₃ = σy, G₄ = σx, G₅ = σzτz.

By the Pauli algebra each G squares to 1, different G anticommute, and the trace of any product of one or three G is zero.

The J = 0 state is

|s⟩ = ½(|3/2,−3/2⟩ − |1/2,−1/2⟩ + |−1/2,1/2⟩ − |−3/2,3/2⟩).

The total J₊ annihilates it: the coefficient of |3/2,−1/2⟩ is ½(√3 − √3), that of |1/2,1/2⟩ is ½(−2 + 2), and that of |−1/2,3/2⟩ is ½(√3 − √3). In σ, τ language it is the product of

(|+−⟩ + |−+⟩)/√2 for σ and (|+−⟩ − |−+⟩)/√2 for τ.

On this σ state, σx and σy give the same result whether they act on hole 1 or hole 2, while σz changes sign. On the τ state all three τ change sign. In σzτ the two signs cancel, so for all five matrices

Gₐ(1)|s⟩ = Gₐ(2)|s⟩.

Define |a⟩ = Gₐ(1)|s⟩. Exchange of the holes gives Gₐ(2)(−|s⟩) = −|a⟩, so the state is allowed. In |s⟩ each hole is equally likely to be in any M, and each M of one hole goes with a different M of the other. The density matrix of one hole is therefore the unit matrix divided by 4, hence

⟨a|b⟩ = Tr(GₐG_b)/4 = δ(a,b),  ⟨s|a⟩ = Tr(Gₐ)/4 = 0.

These are the five J = 2 states. Because |s⟩ is invariant, |a⟩ transforms like Gₐ: two states belong to E and three to T2, in agreement with (b).

**(d) How does the hole–hole repulsion split the levels in first order?**

A one-body perturbation with the full symmetry Td is a multiple of the unit matrix in the irreducible quartet, so in first order it shifts all six states equally. The splitting comes from the repulsion.

The 16 independent Hermitian 4×4 matrices have ranks 0, 1, 2 and 3, with 1 + 3 + 5 + 7 members. Charge density is even under time reversal, whereas J and the rank-3 matrices are odd. The density of one hole, as a matrix in the quartet, is therefore

n(r) = n₀(r) + Σₐ nₐ(r)Gₐ.

Insert this for both holes in the Coulomb energy, screened by the permittivity ε. Here n is the density of slowly varying envelopes; short-range exchange within a unit cell is omitted. Since n₀ transforms as A1 and nₐ like Gₐ, symmetry removes every cross term between different components, leaving

V = V₀ + Σₐ uₐGₐ(1)Gₐ(2),
uₐ = ∬ nₐ(r)nₐ(r′)/(ε|r − r′|) d³r d³r′.

There is no factor ½, because there is one pair and each hole has its own label. In Fourier space uₐ is an integral of |nₐ(k)|² times the positive factor 4π/(εk²), so uₐ ≥ 0. Symmetry makes it equal within each species: uE or uT.

From (c), Gₐ(1)Gₐ(2)|s⟩ = Gₐ(1)²|s⟩ = |s⟩, and

Gₐ(1)Gₐ(2)|b⟩ = Gₐ(1)G_b(1)Gₐ(1)|s⟩ = +|b⟩ if a = b, −|b⟩ if a ≠ b.

An E state thus receives uE − uE − 3uT, and a T2 state −2uE + uT − 2uT:

A1: V₀ + 2uE + 3uT
E: V₀ − 3uT
T2: V₀ − 2uE − uT

The gaps are

A1 − E = 2uE + 6uT
A1 − T2 = 4(uE + uT)
T2 − E = 2(uT − uE)

To this order A1 cannot lie below the other two. In |s⟩ the quadrupoles of the two holes are aligned, which raises their repulsion. In the spherical limit uE = uT = u, E and T2 merge into J = 2, at 8u below J = 0. In the opposite limit uE = 0, the levels are ordered E, T2, A1 with successive gaps 2uT and 4uT.

**(e) Where do uE and uT come from?**

They come mainly from the mixing of s and d envelopes by the valence band. With hole energy counted positive, the Luttinger Hamiltonian for core charge Z is

H = γ₁p²/2 − γ₂ Σ(E) dₐ(p)Gₐ − γ₃ Σ(T2) dₐ(p)Gₐ − Z/(εr),

where d₁ = √3yz, d₂ = √3zx, d₃ = √3xy, d₄ = (√3/2)(x² − y²), d₅ = (2z² − x² − y²)/2, and Σdₐ² = r⁴. In dₐ(p) the coordinates are replaced by momentum components.

Choose εγ₁ as the unit of length. Kinetic and Coulomb terms then share the factor 1/(ε²γ₁), which becomes the unit of energy, and the band parameters enter as γ₂/γ₁ and γ₃/γ₁.

A trial quartet with the correct symmetry is

Ψ_M = [f(r) + gE(r)D_E + gT(r)D_T]|M⟩,  D = Σ dₐ(r)Gₐ over one species.

Its energy is the same for all M, so it may be averaged over M, which turns products of G into traces. Terms linking two d envelopes through dₐ(p)Gₐ contain three G and vanish. In scaled units, with cₐ = γ₂/γ₁ for E and γ₃/γ₁ for T2,

⟨H⟩ = ⟨f|h|f⟩ + Σₐ⟨gₐdₐ|h|gₐdₐ⟩ − 2Σₐcₐ⟨gₐdₐ|dₐ(p)|f⟩,  h = p²/2 − Z/r.

This is minimized at fixed norm. Without band coupling, cₐ = 0, the lowest state has gₐ = 0.

The density matrix is the square of the bracket in Ψ_M. Because different G anticommute, D_E D_T + D_T D_E = 0 and each D² is a plain sum of dₐ². What remains proportional to Gₐ is

nₐ = 2f gₐdₐ.

This is a pure ℓ = 2 density, since dₐ = r²√(4π/5)Yₐ with Yₐ a normalized real harmonic. The ℓ = 2 part of 1/|r − r′| is (4π/5)(r<²/r>³)ΣYY′, where r< and r> are the smaller and larger radius. Hence, in scaled units,

uₐ = (4π/5)² ∬ (2f gₐr²)(2f′gₐ′r′²)(r<²/r>³) r²r′² dr dr′.

The trial form omits a third d-type Γ8 function and all higher envelopes, so the numbers below belong to this restricted orbital. The ℓ = 4 envelopes matter most for the small difference uT − uE. With the parameters of (f) they lower uE and raise uT, which leaves the order of the levels unchanged but nearly doubles the T2 − E gap. The third d function alone changes nothing at the digits shown in (f).

**(f) Evaluate the levels for a double acceptor in a germanium-like host.**

Take Z = 2 and the rough typical values γ₁ = 13, γ₂ = 4, γ₃ = 5.5, ε = 16. The units are 110 Å and 0.008176 eV. For unit core charge, minimization with Gaussian radial functions gives a binding e₁ = 1.1173, a d weight of 0.27, and

V₀ = 1.32355, uE = 0.005963, uT = 0.011273.

The mean repulsion, weighted by degeneracies 1, 2 and 3, is

R₁ = V₀ − (4uE + 6uT)/6 = 1.3083.

Now let the orbital belong to an effective charge q, which contracts it by 1/q. Kinetic energy scales as q² and Coulomb energies as q. At unit charge the energy is stationary under scaling, so 2⟨T⟩ = ⟨1/r⟩; with ⟨T⟩ − ⟨1/r⟩ = −e₁ this gives ⟨T⟩ = e₁ and ⟨1/r⟩ = 2e₁. For two holes on the core Z,

E(q) = 2(e₁q² − 2Ze₁q) + R₁q.

Setting dE/dq = 4e₁q − 4Ze₁ + R₁ to zero gives

q = Z − R₁/(4e₁) = 2 − 1.3083/4.4692 = 1.707,
E = −2e₁q² = −0.0533 eV.

The mean hole radius is 48 Å. Multiplying by q and the energy unit, uE = 0.000083 eV and uT = 0.000157 eV, so

A1 − E = 2uE + 6uT = 0.00111 eV
A1 − T2 = 4(uE + uT) = 0.00096 eV
T2 − E = 2(uT − uE) = 0.00015 eV

These digits are not converged in the envelope. With envelopes up to ℓ = 8 the unit-charge values become e₁ = 1.156, uE = 0.0040 and uT = 0.0143, and the three gaps become 0.00131, 0.00102 and 0.00029 eV.

E is lowest because uT > uE. This follows the band parameters: interchanging γ₂ and γ₃ reverses the sign of uE − uT, and setting both to their weighted mean (2γ₂ + 3γ₃)/5 makes uE and uT equal.

As a test of the level formulas, the full six-state Coulomb matrix was computed on a three-dimensional grid for f = exp(−r²/2), gE = −0.3f, gT = −0.5f. Its levels had degeneracies 2, 3, 1 and agreed with the formulas to 1.1×10⁻⁵ of the A1 − E gap.

One hole on the doubly charged core has energy −4e₁ = −0.0365 eV. Removing the first hole from the E level therefore costs 0.017 eV. At 4 K, kT = 0.000345 eV, and with these gaps the populations of E, T2 and A1 are 0.50, 0.49 and 0.01. T2 nearly matches E because its larger degeneracy offsets its higher energy. This near equality is a property of the restricted orbital. With envelopes up to ℓ = 8 the larger T2 − E gap gives populations 0.60, 0.39 and 0.01, and the removal energy becomes 0.018 eV.

**(g) Which conclusions survive in a real crystal?**

Shallow double acceptors in germanium have first ionization energies of roughly 0.03 eV, above the 0.017 eV found here. One assumption that fails is uniform screening down to the core. Suppose the core attraction is unscreened within 2.5 Å. Simply replacing −Z/(εr) by −Z/r there makes the potential jump at that radius and gives a first-order shift of −0.030 eV for both holes. Electrostatics requires a continuous potential, so a constant must be added inside. Since the hole density is nearly uniform over this small region, the constant reduces the shift to about one third, −0.010 eV. The one hole left on the core shifts too, by −0.008 eV, so in first order the removal energy rises by only about 0.002 eV. First order is not reliable for so strong and short-ranged a potential: solved self-consistently, this fully unscreened core pulls the orbital in to about 6 Å and raises the removal energy to about 0.5 eV, a deep centre outside the range of effective-mass theory. The model therefore shows sensitivity to the core, not the size of the correction for a shallow centre, whose core must be much weaker. In first order the shift is common to all six states, but the orbital will also respond. If it contracted uniformly to two thirds of its radius, all three gaps would grow by half.

Correlation is the second limitation. Consider the dipole part of the repulsion, r<cosω/r>², with ω the angle between the holes. Dividing its mean square by an assumed excitation energy of twice the one-hole binding at charge q gives about 0.0013 eV, or 1.2 times the A1 − E gap. This recipe is crude: applied to helium it gives about 3.5 times the true dipole correlation energy, so the value may be nearer 0.0004 eV, still above the T2 − E gap. Part of it is common to the levels; the level-dependent part has not been computed. First-order theory therefore does not guarantee the size of the gaps or the order of the levels, and the small T2 − E gap is the least certain. The split-off band is also left out. The removal energy is 0.06 of a split-off gap of roughly 0.3 eV, which suggests a small admixture. With envelopes up to ℓ = 4 at charge q the admixture is below 1%, yet it raises the one-hole binding by 9% and the T2 − E gap from 0.00028 to 0.00036 eV. Coupling to E and T2 lattice distortions is omitted as well. In second order it adds terms Gₐ(1)Gₐ(2) with negative coefficients, which favour A1, so the order of the levels in a real centre cannot be read from this calculation.

The classification A1 + E + T2 does not depend on these estimates. It requires two holes in one Γ8 quartet and an undistorted Td site. Stress or a nearby defect lowers the symmetry and can split E and T2 further. The numerical output below lists the values for the restricted orbital.

Table of computed values

```
J(J+1), antisymmetric pairs: [0 6 6 6 6 6]
J(J+1), symmetric pairs: [ 2  2  2 12 12 12 12 12 12 12]
Pair characters: {'E': 6, 'C3': 0, 'C2': 2, 'S4': 0, 'sigma_d': 2}
J=0 in Td: A1
J=2 (even) in Td: E + T2
J=2 (odd parity) in Td: E + T1
Ten symmetric states in Td: A2 + 2T1 + T2
Grid test, error / total splitting: 1.1e-05
Input gamma1, gamma2, gamma3: 13.0, 4.0, 5.5
Input permittivity, core charge Z: 16.0, 2.0
Scaled energy unit: 0.008176 eV
Scaled length unit: 110.07 angstrom
One-hole binding e1, unit charge: 1.1173 scaled
One-hole binding, unit charge: 0.00914 eV
d-envelope weight: 0.2683
V0, unit charge: 1.32355 scaled
uE, unit charge: 0.005963 scaled
uT, unit charge: 0.011273 scaled
Mean repulsion R1: 1.30830 scaled
Best orbital charge q: 1.7073
Mean hole radius at q: 47.60 angstrom
uE at charge q: 0.000083 eV
uT at charge q: 0.000157 eV
Mean two-hole energy: -0.05326 eV
One hole on the Z=2 core: -0.03654 eV
A1 level from the six-state mean: +0.000851 eV
T2 level from the six-state mean: -0.000111 eV
E level from the six-state mean: -0.000259 eV
Gap A1 - E: 0.001111 eV
Gap A1 - T2: 0.000962 eV
Gap T2 - E: 0.000148 eV
Lowest level: E
Removal energy of first hole: 0.01697 eV
Temperature: 4.0 K; kT: 0.000345 eV
Population of A1: 0.0100
Population of T2: 0.4889
Population of E: 0.5011
Neglected dipole correlation, closure size: 0.00131 eV
Correlation size / gap A1-E: 1.18
Central-cell radius: 2.5 angstrom
Unscreened-core shift, both holes: -0.03011 eV
Split-off gap, rough input: 0.3 eV
Removal energy / split-off gap: 0.057
```
